# Why Brewster-angle infrared transmission through silicon suppresses interference fringes

## What goes wrong at normal incidence

Infrared transmission can follow the surface groups on a silicon wafer during atomic layer deposition. The bands are weak, and the wafer is an optical cavity. Take a 250 µm wafer, polished on both sides, that warms by 1 K between the reference scan and the sample scan. At normal incidence and nominal 4 cm⁻¹ resolution, the model below gives a false oscillation of amplitude $1.0\times10^{-2}$ in absorbance. A model Si–H layer on both faces gives a band of $2.1\times10^{-4}$. The false signal is roughly 50 times the true one, and its period, 5.85 cm⁻¹, is comparable with the 10 cm⁻¹ width of the model band.

Turning the wafer to about 74° and using p-polarised light removes the cause. At that angle neither face reflects, so no second beam is present to interfere with the first.

## Where the fringes come from

Let a plane wave in air or vacuum meet a lossless wafer of index $n$ and thickness $d$ at angle $\theta$, with angle $\theta_t$ inside, so that $\sin\theta=n\sin\theta_t$. The wavenumber $\nu$ is in cm⁻¹. Let $r,t$ be the amplitude coefficients for light entering a face and $r',t'$ those for light leaving it.

Reversing the reflected and transmitted beams in time must rebuild the incident beam and nothing else. This requires

$$r^2+tt'=1,\qquad rt+tr'=0,$$

so $r'=-r$ and $tt'=1-R$, where $R=r^2$.

Each round trip inside the wafer multiplies the amplitude by $r'^2=R$. It also adds a phase. The wavevector component normal to the faces is $2\pi\nu n\cos\theta_t$ and the round trip covers $2d$ along the normal, so

$$\delta=4\pi\nu nd\cos\theta_t .$$

The transmitted amplitude is a geometric series. Apart from a common phase it is

$$(1-R)\left(1+Re^{i\delta}+R^2e^{2i\delta}+\dots\right)=\frac{1-R}{1-Re^{i\delta}} .$$

Since $|1-Re^{i\delta}|^2=1+R^2-2R\cos\delta=(1-R)^2+4R\sin^2(\delta/2)$, the transmittance is

$$T=\frac{1}{1+\dfrac{4R}{(1-R)^2}\sin^2(\delta/2)} .$$

Maxima occur when $\delta$ is a multiple of $2\pi$, which gives a spacing $1/(2nd\cos\theta_t)$. With $n=3.42$ at normal incidence, $R=[(n-1)/(n+1)]^2=0.30$, and $T$ swings between 0.29 and 1.

The same function can be written as a sum of cosines. The geometric series gives

$$\frac{1-R^2}{1+R^2-2R\cos\delta}=1+2\sum_{m\ge1}R^m\cos m\delta .$$

Multiplying by $(1-R)^2/(1-R^2)=(1-R)/(1+R)$ yields

$$T=\frac{1-R}{1+R}\left[1+2\sum_{m\ge1}R^m\cos m\delta\right].$$

Every oscillating term carries a power of $R$. If $R=0$, then $T=1$ at every thickness and wavenumber.

## What the spectrometer records

A Fourier-transform spectrometer measures an interferogram up to a largest path difference $L$. The first fringe harmonic appears in it at path difference $\Delta=2nd\cos\theta_t$. Triangular apodisation weights that point by $W=1-\Delta/L$, or by zero if $\Delta>L$.

Here $L=0.25$ cm. At normal incidence $\Delta=2(3.42)(0.025)=0.171$ cm and $W=0.316$. The second harmonic, at 0.342 cm, lies beyond $L$. The recorded fringe therefore has relative amplitude

$$a=2RW=2(0.300)(0.316)=0.190 .$$

A stationary fringe largely divides out when the sample spectrum is divided by the reference. A moving fringe does not. Warming by $\Delta T$ changes the phase at normal incidence by

$$\varphi=4\pi\nu nd\left(\frac1n\frac{dn}{dT}+\alpha_L\right)\Delta T .$$

With rough silicon values, $dn/dT=1.7\times10^{-4}$ K⁻¹ and linear expansion $\alpha_L=2.6\times10^{-6}$ K⁻¹, the bracket is $5.2\times10^{-5}$ K⁻¹. At 2100 cm⁻¹ the prefactor is $2\pi(2100)(0.171)\approx2260$ rad, so $\varphi=0.118$ rad for 1 K.

Absorbance is $A=-\log_{10}(I_\text{sample}/I_\text{reference})$. For small $a$, $\ln(1+a\cos\delta)\approx a\cos\delta$, and a small phase shift changes this by $-a\varphi\sin\delta$. The false absorbance has amplitude

$$A_\text{false}\approx\frac{2RW\varphi}{\ln10}=\frac{0.190\times0.118}{2.303}=9.7\times10^{-3}.$$

The full simulation gives $1.01\times10^{-2}$. The excess has two sources. The exact derivative of $\ln(1+a\cos\delta)$ with respect to $\delta$ is $-a\sin\delta/(1+a\cos\delta)$, whose largest size is $a/\sqrt{1-a^2}$, about 2% above $a$. Also, $\varphi$ is proportional to $\nu$ and grows by about 2% from 2100 cm⁻¹ to 2145 cm⁻¹, the upper end of the simulated window.

## Why p-polarised light loses its reflection

The incident field drives dipoles in the silicon, and the reflected beam is their radiation. Inside the silicon they must also radiate a wave that cancels the incident one, because only the refracted wave is found there.

Divide the silicon into thin sheets parallel to the face. Each sheet radiates two plane waves with the vacuum wavelength, one along the incident direction and one along the reflected direction. Both are proportional, with the same factor, to the part of the dipole moment perpendicular to the direction of travel.

Let $k_z$ and $k_{tz}$ be the normal wavevector components in vacuum and silicon. The dipoles at depth $z'$ have phase $k_{tz}z'$. Their reflected waves travel back through a phase $k_zz'$, so they add up as

$$\int_0^\infty e^{i(k_{tz}+k_z)z'}dz'=\frac{i}{k_{tz}+k_z},$$

where a vanishingly small absorption removes the upper limit. For the waves along the incident direction the phase is $(k_{tz}-k_z)z'$, and the front surface contributes a term of size $1/(k_{tz}-k_z)$. That term must cancel the incident wave. Dividing the reflected amplitude by the cancelling amplitude gives

$$|r|=\frac{k_{tz}-k_z}{k_{tz}+k_z}\times\frac{\text{dipole part across the reflected direction}}{\text{dipole part across the incident direction}} .$$

For s-light the dipoles are perpendicular to the plane of incidence and hence to both directions. The second factor is 1. For p-light the dipoles lie in that plane, perpendicular to the refracted ray. This ray makes an angle $\theta-\theta_t$ with the incident direction and $180^\circ-(\theta+\theta_t)$ with the reflected direction. The perpendicular parts are the moduli of the cosines of these angles, so

$$\left|\frac{r_p}{r_s}\right|=\left|\frac{\cos(\theta+\theta_t)}{\cos(\theta-\theta_t)}\right| .$$

When $\theta+\theta_t=90^\circ$, the dipoles point along the direction in which the reflected beam would leave. A dipole does not radiate along its own axis, so the beam is absent. Snell's law then gives $\sin\theta=n\sin\theta_t=n\cos\theta$, or

$$\theta_B=\arctan n=73.7^\circ\quad(n=3.42).$$

The internal angle is 16.3°. Because the faces are parallel, the light meets the back face at this same internal angle, where $r'=-r=0$. The back face is silent too.

The s-reflection remains. With $k_{tz}/k_z=n\cos\theta_t/\cos\theta$ and $\cos\theta_t=\sin\theta_B=n\cos\theta_B$, this ratio is $n^2$. Hence $R_s=[(n^2-1)/(n^2+1)]^2=0.71$, more than twice the value at normal incidence. Tilting without a polariser is therefore only a partial remedy.

## How accurate the angle must be

The tolerance follows from the signed coefficient. For p-light of unit magnetic amplitude, continuity of the tangential magnetic and electric fields gives

$$1+r_p=t_p,\qquad(1-r_p)\cos\theta=t_p\frac{\cos\theta_t}{n}.$$

Eliminating $t_p$ and using $n\cos\theta_t=\sqrt{n^2-\sin^2\theta}$,

$$r_p=\frac{n^2\cos\theta-\sqrt{n^2-\sin^2\theta}}{n^2\cos\theta+\sqrt{n^2-\sin^2\theta}} .$$

At $\theta_B$ the numerator vanishes, so the slope is the derivative of the numerator divided by the denominator. Put $s=\sqrt{1+n^2}$. Then $\sin\theta_B=n/s$, $\cos\theta_B=1/s$ and the square root equals $n^2/s$. The derivative of the numerator is

$$-n^2\sin\theta+\frac{\sin\theta\cos\theta}{\sqrt{n^2-\sin^2\theta}}
=-\frac{n^3}{s}+\frac{1}{ns}=-\frac{n^4-1}{ns},$$

and the denominator is $2n^2/s$. Therefore

$$\left.\frac{dr_p}{d\theta}\right|_{\theta_B}=-\frac{n^4-1}{2n^3}=-1.70\ \text{per radian}.$$

For small angle errors the p reflectance, and with it the fringe of pure p-light, grows as the square of the error. For 1° (0.01745 rad) the slope gives $R=8.8\times10^{-4}$. The full values are $8.2\times10^{-4}$ below $\theta_B$ and $9.4\times10^{-4}$ above it.

## Why the surface band survives

Removing reflection does not remove absorption. Consider a layer of thickness $h$, much less than the wavelength, with permittivity $\varepsilon_x$ along the face and $\varepsilon_z$ along the normal. With time factor $e^{-i\omega t}$, the absorbed power per volume is $\tfrac12\omega\,\mathrm{Im}(\mathbf E^*\!\cdot\mathbf D)$.

The components $E_x$ and $D_z$ are continuous across the layer's surfaces. To lowest order in $h$ they equal their values just outside the bare wafer. With no reflected wave these have magnitudes $E_0\cos\theta_B$ and $\varepsilon_0E_0\sin\theta_B$. Writing $E_z=D_z/(\varepsilon_0\varepsilon_z)$, the absorbed power per area is

$$\tfrac12\omega\varepsilon_0hE_0^2\left[\mathrm{Im}\,\varepsilon_x\cos^2\theta_B+\mathrm{Im}\!\left(\frac{-1}{\varepsilon_z}\right)\sin^2\theta_B\right].$$

The incident power per area of wafer is $\tfrac12\varepsilon_0cE_0^2\cos\theta_B$. Dividing, with $\omega/c=2\pi\nu$, gives the fractional loss per face:

$$\ell=2\pi\nu h\left[\mathrm{Im}\,\varepsilon_x\cos\theta_B+\mathrm{Im}\!\left(\frac{-1}{\varepsilon_z}\right)\frac{\sin^2\theta_B}{\cos\theta_B}\right].$$

The back face gives the same result because the emerging beam has the same amplitude $E_0$. The layer's reflected amplitude is proportional to $h$ and its reflected power to $h^2$. To first order in $h$, the fall in transmission is therefore the absorption alone.

The model layer has $h=0.15$ nm on each face and isotropic permittivity

$$\varepsilon=2+\frac{0.01\,\nu_0^2}{\nu_0^2-\nu^2-i\gamma\nu},\quad \nu_0=2100,\ \gamma=10\ \text{cm}^{-1}.$$

The loss peaks at 2104.8 cm⁻¹ with $\ell=4.0\times10^{-4}$, of which $3.4\times10^{-4}$ comes from the normal field. The shift from 2100 cm⁻¹ has a definite origin. Writing $X=\nu_0^2-\nu^2-i\gamma\nu$,

$$-\frac1\varepsilon=-\frac{X}{2X+0.01\nu_0^2}=-\frac12+\frac{0.0025\,\nu_0^2}{X+0.005\,\nu_0^2},$$

which is resonant at $\nu_0\sqrt{1.005}=2105.2$ cm⁻¹. The weaker in-plane term, centred at 2100 cm⁻¹, pulls the total peak slightly down.

Two faces give $2(3.99\times10^{-4})/2.303=3.5\times10^{-4}$ in absorbance. The instrument line shape lowers this to $3.1\times10^{-4}$. At normal incidence there is no normal field, and the band is $2.1\times10^{-4}$ for a thickness of exactly 250 µm. Internal reflections make this height depend on the fringe phase: it ranges from about $1.8\times10^{-4}$ to $2.1\times10^{-4}$ as the thickness changes by half a wavelength in silicon, 0.70 µm. Normal incidence would also miss a vibration whose dipole is purely normal to the face.

## How much fringe signal remains

The following amplitudes all refer to warming by 1 K with the geometry held fixed. They should be compared with the Brewster-angle band of $3.1\times10^{-4}$.

- p-light at $\theta_B$: $1.5\times10^{-10}$. A trace remains because warming changes $n$ and so moves $\theta_B$ slightly.
- p-light 1° above $\theta_B$: $3.5\times10^{-5}$, or 11% of the band.
- p-light 3° above $\theta_B$: $3.6\times10^{-4}$, larger than the band.
- p-light spread evenly over ±3° in the plane of incidence: $5.1\times10^{-5}$.
- p-light with 1% of the incident intensity in s: $4.5\times10^{-5}$.
- Unpolarised light at $\theta_B$: $3.9\times10^{-3}$, about 12 times the band seen with p-light.

The spread beam does better than a beam misaligned by 3° for two reasons. Most of its rays are closer to $\theta_B$, and their fringes are out of step. Differentiating $\sqrt{n^2-\sin^2\theta}$ at $\theta_B$ gives $-1/(ns)=-0.082$, so $\delta$ changes by $4\pi(2100)(0.025)(0.082)(0.0524)\approx2.8$ rad between the centre and the edge of the spread. Wider beams lose much of the benefit. An evenly filled round cone centred on $\theta_B$ gives $2.7\times10^{-5}$ for a half-angle of 3°, $1.5\times10^{-4}$ for 7° and $3.3\times10^{-4}$ for 10°, so a tightly focused beam has to be stopped down. At normal incidence the 7° and 10° cones lower the false signal only to $9.2\times10^{-3}$ and $6.8\times10^{-3}$.

A change of geometry between scans can be more harmful than drift at fixed geometry. If, with pure p-light, the reference is taken at $\theta_B$ and the sample 1° above it, the whole fringe appears in the ratio. Here $\Delta=0.164$ cm and $W=0.34$, so its amplitude is $2RW/\ln10=2(9.4\times10^{-4})(0.34)/2.303\approx2.8\times10^{-4}$, nearly the size of the band. Polariser leakage makes a tilt worse, because the s fringe is present in both scans and shifts by about 0.94 rad per degree. With 1% of the intensity in s, the false signal is linear in small tilts: $3.5\times10^{-5}$ for 0.1° and $5.1\times10^{-4}$ for 1°, more than the band.

A growing film acts in the same way. An oxide of 20 nm on both faces, with a round permittivity of 2.5, raises the face reflectance to $4.2\times10^{-4}$. If it is present in both scans, 1 K of warming gives only $1.7\times10^{-5}$. If the reference was taken on the bare wafer, the new fringe has amplitude $2(4.2\times10^{-4})(0.34)/2.303\approx1.2\times10^{-4}$. To leading order this grows as the square of the oxide thickness. A permittivity of 1.8, nearer that of silica at this wavenumber, would lower the 20 nm reflectance to $2.7\times10^{-4}$.

Thicker films limit the method. With 100 nm of the model oxide on both faces in both scans, 1 K of warming already gives about $4\times10^{-4}$, more than the band.

## Comparison with real wafers

The 250 µm wafer is thinner than standard large production wafers, which are roughly 0.7 to 0.8 mm thick. The model faces are also exactly parallel. If the thickness varies evenly by 0.35 µm across the beam, the false signal at normal incidence falls from $1.0\times10^{-2}$ to $6.2\times10^{-3}$, and a variation of 0.70 µm, half a wavelength in silicon, nearly averages it out: about $9\times10^{-5}$ remains within 10 cm⁻¹ of 2100 cm⁻¹ and $2.5\times10^{-4}$ at the edge of the window. This is a null rather than a steady decline, since a variation of 1.05 µm brings the signal back to $2.1\times10^{-3}$. The normal-incidence fringe amplitudes given here are therefore those of an ideally flat wafer. The mean thickness matters too: at 500 µm and normal incidence $\Delta=0.342$ cm exceeds $L$, and the recorded fringe falls below $10^{-6}$ of the mean signal. With $L=0.5$ cm it would return with $W=0.32$. The layer parameters are round values meant to represent a monolayer, and well-ordered hydrogen-terminated surfaces can have much narrower lines. Real Si–H bonds also have definite directions, which the isotropic layer ignores. Keeping only the normal term lowers the one-face peak from $4.0\times10^{-4}$ to about $3.4\times10^{-4}$. Keeping only the in-plane term, with $\mathrm{Im}\,\varepsilon_x=0.01\nu_0/\gamma=2.1$ at 2100 cm⁻¹, gives about $1.2\times10^{-4}$.

Silicon's own departures from the ideal are small here. An index change of 0.02, a rough allowance for dispersion, moves $\theta_B$ by 0.09°. Heating by 280 K moves it by 0.21° if $dn/dT$ stays constant. A bulk absorption coefficient of 1 cm⁻¹ produces a face reflectance of only $2.6\times10^{-11}$. Strong lattice absorption, heavy doping or a very hot wafer is a different matter: the silicon then blocks the light, and the choice of angle cannot restore it.

## What to do in practice

1. Use a wafer polished on both sides, and place a polariser in the beam with the electric field in the plane of incidence. For 1 K of warming at fixed geometry, 1% leakage gives a false signal of about 15% of the example's band.
2. Set the angle by rotating the wafer until the fringes are smallest. Do this with $L$ greater than $2nd\cos\theta_t$; otherwise the instrument hides the fringes whatever the reflectance, and they give no guidance.
3. Hold the wafer so that it cannot tilt between scans, and keep its temperature steady.
4. Take a new reference after each deposition step or small group of steps, at process temperature, so that slow changes in film and index largely divide out. On a thick film the temperature must still be steady between the two scans.
5. Allow for the footprint. At $\theta_B$ the beam is stretched by $1/\cos\theta_B=3.6$ along the wafer, so a 10 mm beam needs at least 36 mm of clear surface.

Coarser resolution is an alternative when the bands are broad. For this wafer at normal incidence it means stopping the interferogram before 0.171 cm, a nominal resolution coarser than 5.85 cm⁻¹. That hides the fringes but leaves the reflection losses: the fringe-averaged transmittance is then $(1-R)/(1+R)=0.54$, whereas p-light at $\theta_B$ passes completely in the lossless model. The numerical output lists the remaining values.

## Numbers as computed

```
silicon index (rough): 3.42; wafer: 250 um
Brewster angle: 73.70 deg; inside: 16.30 deg
face reflectance, normal incidence: 0.2998
face reflectance, s light at Brewster: 0.7098
s transmittance at Brewster, lowest: 0.0288
lowest transmittance, normal incidence: 0.2902
fringe spacing, normal: 5.85 cm^-1
fringe spacing, Brewster: 6.09 cm^-1
slope of |r_p| at Brewster: 1.698 per rad
R_p at Brewster -1 deg: 8.23e-04
R_p at Brewster +1 deg: 9.38e-04
R_p at Brewster +3 deg: 9.71e-03
R_p from slope at 1 deg: 8.78e-04
largest path difference L: 0.25 cm
fringe path, normal, 250 um: 0.1710 cm
fringe path, normal, 500 um: 0.3420 cm
instrument factor, normal, 250 um: 0.316
recorded relative fringe amplitude, 250 um: 0.190
recorded relative fringe amplitude, 500 um: 8.3e-07
rough dn/dT: 1.7e-04 /K; expansion: 2.6e-06 /K
warming: 1.0 K; phase drift, normal: 0.118 rad
layer: 0.15 nm per face, eps_inf 2.0, S 0.01
oscillator: 2100 cm^-1, width 10 cm^-1
one-face loss peak: 3.99e-04 at 2104.8 cm^-1
  in-plane part: 6.08e-05; normal: 3.38e-04
two-face peak before instrument: 3.47e-04 absorbance
recorded band peak, Brewster p: 3.10e-04 absorbance
recorded band peak, normal: 2.09e-04 absorbance
False fringe amplitude after warming (absorbance):
  normal incidence: 1.01e-02
  Brewster, p: 1.5e-10
  Brewster -1 deg, p: 3.06e-05
  Brewster +1 deg, p: 3.50e-05
  Brewster +3 deg, p: 3.63e-04
  Brewster, s: 3.03e-02; unpolarised: 3.85e-03
  Brewster, 1 % s leakage: 4.53e-05
  in-plane spread +-3 deg, p: 5.06e-05
    shift on doubling angles: 1.7e-07
  20 nm oxide (eps 2.5) on both faces, p: 1.65e-05
false/band ratio, normal: 48.3
false/band ratio, Brewster +1 deg: 0.113
largest band error from warming, Brewster: 8.7e-09 absorbance
face reflectance with 20 nm oxide: 4.17e-04
R_p with bulk absorption 1 cm^-1: 2.6e-11
s fraction of a ray skewed by 3 deg: 2.3e-04
Brewster shift, index +0.02: 0.090 deg
Brewster shift, wafer 280 K hotter: 0.212 deg
beam footprint stretch at Brewster: 3.56
```
